# Registry classes and offset-free merging of aligned MoS2 islands on sapphire: a numerical check

```python
# Result under test: an aligned MoS2 layer with 3 a = 2 b on sapphire has four
# equal-energy registry classes, and two independent, equivalent islands join
# without an offset with probability 1/4.
# Symbols: b = sapphire constant, a = strained MoS2 constant, shift = position
# of an island's reference S atom. The energy is an explicit sum of Gaussian
# S-site and Mo-site wells, per MoS2 unit. One energy minimum per common
# translation cell is assumed; a two-minimum case is tested as a contrast.
# Lengths are in angstrom and energies in eV.
import numpy as np
from scipy import constants
from scipy.optimize import minimize_scalar

rng = np.random.default_rng(271)
b = 4.76
a = 2 * b / 3
unit = np.array([[1.0, 0.0], [-0.5, np.sqrt(3) / 2]])
substrate = b * unit
layer = a * unit
inv_substrate = np.linalg.inv(substrate)
inv_layer = np.linalg.inv(layer)
neighbours = np.array([[i, j] for i in (-1, 0, 1) for j in (-1, 0, 1)])
images = neighbours @ substrate
nine_cells = np.array([[i, j] for i in range(3) for j in range(3)]) @ layer
mo_position = (layer[0] + 2 * layer[1]) / 3
width = 0.45
single_well = (0.100, 0.015)     # S and Mo well depths
double_well = (-0.100, 0.0)      # repulsive S sites: contrast case


def gaussian_sum(points):
    """Sum over substrate sites, and its gradient, at each point."""
    frac = points @ inv_substrate
    frac = frac - np.round(frac)
    diff = (frac @ substrate)[..., None, :] - images
    value = np.exp(-np.sum(diff**2, axis=-1) / (2 * width**2))
    gradient = -np.sum(value[..., None] * diff, axis=-2) / width**2
    return value.sum(axis=-1), gradient


def energy_gradient(shifts, depths):
    """Energy per MoS2 unit of a coherent layer, averaged over nine cells."""
    shifts = np.atleast_2d(shifts)
    energy = np.zeros(len(shifts))
    gradient = np.zeros_like(shifts, dtype=float)
    for depth, position in zip(depths, (np.zeros(2), mo_position)):
        if depth == 0:
            continue
        value, slope = gaussian_sum(shifts[:, None, :] + nine_cells + position)
        energy -= depth * value.mean(axis=1)
        gradient -= depth * slope.mean(axis=1)
    return energy, gradient


# The two lattices really meet after three and two cells.
assert np.allclose(3 * layer, 2 * substrate, atol=1e-12)

# Pair sum against the Fourier formula with common wavevectors only.
test_shifts = rng.uniform(-20, 20, (30, 2))
direct_energy = energy_gradient(test_shifts, single_well)[0]
reciprocal = 2 * np.pi * inv_substrate.T
cell_area = abs(np.linalg.det(substrate))
fourier_energy = np.zeros(len(test_shifts))
for h in range(-4, 5):
    for k in range(-4, 5):
        wave = 3 * (h * reciprocal[0] + k * reciprocal[1])
        factor = 2 * np.pi * width**2 / cell_area
        factor *= np.exp(-(wave @ wave) * width**2 / 2)
        fourier_energy -= factor * (
            single_well[0] * np.cos(test_shifts @ wave)
            + single_well[1] * np.cos((test_shifts + mo_position) @ wave))
fourier_error = np.max(abs(direct_energy - fourier_energy))
assert fourier_error < 1e-10

# The energy has period b/3, but not period b/4.
third = energy_gradient(test_shifts + substrate[0] / 3, single_well)[0]
quarter = energy_gradient(test_shifts + substrate[0] / 4, single_well)[0]
assert np.max(abs(third - direct_energy)) < 1e-12
assert np.max(abs(quarter - direct_energy)) > 1e-4

# Find every minimum on a grid spanning the coincidence cell. The comparison
# ring holds the six nearest and six next-nearest points of the triangular
# grid, so that a saddle whose downhill path runs between nearest points is
# not mistaken for a minimum.
grid_size = 36
index = np.array([[i, j] for i in range(grid_size) for j in range(grid_size)])
grid_shifts = index @ (2 * substrate) / grid_size
ring = [(i, j) for i in range(-2, 3) for j in range(-2, 3)
        if 0 < i * i + j * j - i * j <= 3]
assert len(ring) == 12


def find_minima(depths):
    energy = energy_gradient(grid_shifts, depths)[0].reshape(grid_size, grid_size)
    lowest = np.ones_like(energy, dtype=bool)
    for i, j in ring:
        lowest &= energy < np.roll(energy, (i, j), axis=(0, 1)) - 1e-7
    assert np.ptp(energy[lowest]) < 1e-11
    places = np.argwhere(lowest)
    per_layer_cell = grid_size // 3
    classes = {tuple(int(x) for x in place % per_layer_cell) for place in places}
    return energy, places, classes


energy_map, minima, classes = find_minima(single_well)
_, double_minima, double_classes = find_minima(double_well)
assert len(minima) == 36 and len(classes) == 4
assert classes == {(0, 0), (0, 6), (6, 0), (6, 6)}
assert len(double_minima) == 72 and len(double_classes) == 8

# Relax randomly placed islands without imposing any registry class.
h = 0.01
line = energy_gradient(np.array([[-h, 0], [0, 0], [h, 0]]), single_well)[0]
curvature = (line[0] - 2 * line[1] + line[2]) / h**2
assert curvature > 0


def relax(starts, depths):
    shifts = starts.copy()
    for _ in range(300):
        gradient = energy_gradient(shifts, depths)[1]
        if np.max(np.linalg.norm(gradient, axis=1)) < 1e-8:
            break
        shifts -= gradient / curvature
    final_gradient = energy_gradient(shifts, depths)[1]
    assert np.max(np.linalg.norm(final_gradient, axis=1)) < 1e-6
    return shifts


def pair_offsets(shifts):
    """Shortest relative displacement modulo the MoS2 lattice."""
    frac = (shifts[:, None] - shifts[None, :]) @ inv_layer
    frac -= np.round(frac)
    best = np.full(frac.shape[:2], np.inf)
    for image in neighbours:
        best = np.minimum(best, np.linalg.norm((frac + image) @ layer, axis=-1))
    return best


islands = 600
pairs = np.triu_indices(islands, 1)
starts = rng.uniform(0, 1000, (islands, 2)) @ substrate
relaxed = relax(starts, single_well)
offsets = pair_offsets(relaxed)
matches = offsets < 0.01
match_fraction = matches[pairs].mean()
bad_offsets = offsets[pairs][~matches[pairs]]
assert np.max(abs(bad_offsets - a / 2)) < 0.01
assert abs(match_fraction - 1 / 4) < 0.006

parity = np.round(2 * relaxed @ inv_layer).astype(int) % 2
class_counts = np.bincount(2 * parity[:, 0] + parity[:, 1], minlength=4)
assert np.max(abs(class_counts - islands / 4)) < 5 * np.sqrt(islands * 3 / 16)
partners = matches.sum(axis=1) - 1
triple_fraction = np.sum(partners * (partners - 1) / 2) / 3
triple_fraction /= islands * (islands - 1) * (islands - 2) / 6
assert abs(triple_fraction - 1 / 16) < 0.006

# Two equal minima per common cell lower the probability to one eighth.
double_relaxed = relax(starts, double_well)
double_fraction = (pair_offsets(double_relaxed)[pairs] < 0.01).mean()
assert abs(double_fraction - 1 / 8) < 0.006

# Identical nucleation sites along one straight step reach only two classes.
step_count = 300
step_starts = rng.integers(0, 1000, step_count)[:, None] * substrate[0]
step_starts = step_starts + np.array([0.30, 0.20])
step_relaxed = relax(step_starts, single_well)
step_pairs = np.triu_indices(step_count, 1)
step_fraction = (pair_offsets(step_relaxed)[step_pairs] < 0.01).mean()
assert abs(step_fraction - 1 / 2) < 0.02

# Unequal class shares: independent draws against the sum of squares.
shares = np.array([0.4, 0.2, 0.2, 0.2])
draws = rng.choice(4, size=(200000, 2), p=shares)
biased_fraction = np.mean(draws[:, 0] == draws[:, 1])
biased_formula = np.sum(shares**2)
assert abs(biased_fraction - biased_formula) < 0.006

# Barrier between neighbouring minima, located on their mirror line.


def mirror_energy(y):
    return energy_gradient(np.array([[b / 6, y]]), single_well)[0][0]


saddle = minimize_scalar(mirror_energy, bounds=(-0.4, 0.4), method="bounded",
                         options={"xatol": 1e-8})
saddle_point = np.array([b / 6, saddle.x])
assert np.linalg.norm(energy_gradient(saddle_point, single_well)[1]) < 1e-6
for side in (-0.05, 0.05):
    nearby = energy_gradient(saddle_point + [side, 0], single_well)[0][0]
    assert nearby < saddle.fun
barrier = saddle.fun - energy_map.min()
registry_gain = energy_map.mean() - energy_map.min()

# Rough real-material scales: elastic strain, heat and rigid misfit.
free_a = 3.16
misfit = a / free_a - 1
young_2d = 150.0                 # N/m
poisson = 0.25
stiffness = young_2d / (1 - poisson**2) * np.array([[1, poisson], [poisson, 1]])
to_ev_area = 1e-20 / constants.e
free_area = np.sqrt(3) / 2 * free_a**2


def strain_cost(strain):
    vector = np.array([strain, strain])
    return 0.5 * vector @ stiffness @ vector * to_ev_area * free_area


elastic_cost = strain_cost(misfit)
biaxial = young_2d / (1 - poisson) * misfit**2 * to_ev_area * free_area
assert np.isclose(elastic_cost, biaxial, rtol=1e-12)
assert elastic_cost < registry_gain
expansion_difference = 2e-6      # 1/K, rough magnitude
growth_temperature = 1100.0     # K
thermal_misfit = expansion_difference * (growth_temperature - 300)
larger_cost = strain_cost(misfit + thermal_misfit)
thermal_energy = constants.k * growth_temperature / constants.e
attempt_rate = 1e12             # 1/s
waiting_time = 1.0              # s
locking_units = thermal_energy * np.log(attempt_rate * waiting_time) / barrier
locking_side = np.sqrt(locking_units) * a

loss_cells = (a / 2) / (a - free_a)
loss_side = loss_cells * free_a
ninths = np.array([[i, j] for i in range(9) for j in range(9)]) @ substrate / 9
coherent_range = np.ptp(energy_gradient(ninths, single_well)[0])


def rigid_range(cells):
    """Corrugation per unit of a finite, unstrained, rigid island."""
    numbers = np.array([[i, j] for i in range(cells) for j in range(cells)])
    # Put the accumulated misfit symmetrically about the island centre.
    centring = (cells - 1) / 2 * (a - free_a) * (unit[0] + unit[1])
    atoms = numbers @ (free_a * unit) + centring
    free_mo = mo_position * free_a / a
    energies = []
    for shift in ninths:
        sulfur = gaussian_sum(atoms + shift)[0].mean()
        metal = gaussian_sum(atoms + free_mo + shift)[0].mean()
        energies.append(-single_well[0] * sulfur - single_well[1] * metal)
    return np.ptp(energies)


test_cells = 3 * int(round(loss_cells / 3))
half_cells = test_cells // 2
loss_ratio = rigid_range(test_cells) / coherent_range
half_ratio = rigid_range(half_cells) / coherent_range
assert loss_ratio < 0.20 and half_ratio > 0.30
assert locking_side < loss_side

print(f"Sapphire lattice constant, rough input: {b:.3f} angstrom")
print(f"Strained MoS2 lattice constant: {a:.4f} angstrom")
print(f"Coincidence period: {3 * a:.3f} angstrom")
print(f"Common energy period b/3: {b / 3:.4f} angstrom")
print(f"S-site well depth, chosen: {single_well[0]:.3f} eV")
print(f"Mo-site well depth, chosen: {single_well[1]:.3f} eV")
print(f"Gaussian width, chosen: {width:.2f} angstrom")
print(f"Largest pair-sum/Fourier difference: {fourier_error:.1e} eV")
print(f"Energy minima in coincidence cell: {len(minima)} (count)")
print(f"Registry classes: {len(classes)} (count)")
for label in sorted(classes):
    coordinates = np.array(label) / (grid_size // 3)
    print(f"Class in a1, a2: {coordinates[0]:.1f}, {coordinates[1]:.1f} (fraction)")
print(f"Shortest nonzero offset: {a / 2:.4f} angstrom = {a / 20:.5f} nm")
print(f"Randomly placed islands: {islands} (count)")
print("Islands in the four classes:", *class_counts, "(counts)")
print(f"Pairs without offset: {match_fraction:.4f} (fraction)")
print(f"Triples all matching: {triple_fraction:.4f} (fraction)")
print(f"Two-minimum contrast, classes: {len(double_classes)} (count)")
print(f"Two-minimum contrast, matching pairs: {double_fraction:.4f} (fraction)")
print(f"Same-step nuclei, matching pairs: {step_fraction:.4f} (fraction)")
print("Biased class shares, chosen:", *shares, "(fractions)")
print(f"Biased shares, sum of squares: {biased_formula:.4f} (probability)")
print(f"Biased shares, sampled matches: {biased_fraction:.4f} (fraction)")
print(f"Registry energy gain per MoS2: {registry_gain:.5f} eV")
print(f"Sliding barrier per MoS2: {barrier:.5f} eV")
print(f"Free MoS2 constant, rough input: {free_a:.3f} angstrom")
print(f"Strain needed for coincidence: {100 * misfit:.3f} percent")
print(f"2D Young modulus, rough input: {young_2d:.0f} N/m")
print(f"Poisson ratio, rough input: {poisson:.2f} (dimensionless)")
print(f"Elastic cost per MoS2: {elastic_cost:.5f} eV")
print(f"Expansion difference, rough input: {expansion_difference:.1e} 1/K")
print(f"Possible thermal misfit: {100 * thermal_misfit:.3f} percent")
print(f"Elastic cost if misfits add: {larger_cost:.5f} eV")
print(f"Growth temperature, rough input: {growth_temperature:.0f} K")
print(f"Thermal energy: {thermal_energy:.4f} eV")
print(f"Attempt rate, chosen: {attempt_rate:.1e} 1/s")
print(f"Waiting time, chosen: {waiting_time:.1f} s")
print(f"MoS2 units for slow sliding: {locking_units:.0f} (count)")
print(f"Side scale for slow sliding: {locking_side:.1f} angstrom"
      f" = {locking_side / 10:.2f} nm")
print(f"Rigid-island registry-loss side: {loss_side:.0f} angstrom"
      f" = {loss_side / 10:.1f} nm")
print(f"Rigid test islands, cells per side: {half_cells}, {test_cells} (counts)")
print(f"Remaining corrugation, smaller island: {half_ratio:.3f} (fraction)")
print(f"Remaining corrugation, larger island: {loss_ratio:.3f} (fraction)")
print("every check passed")
```

It prints:

```
Sapphire lattice constant, rough input: 4.760 angstrom
Strained MoS2 lattice constant: 3.1733 angstrom
Coincidence period: 9.520 angstrom
Common energy period b/3: 1.5867 angstrom
S-site well depth, chosen: 0.100 eV
Mo-site well depth, chosen: 0.015 eV
Gaussian width, chosen: 0.45 angstrom
Largest pair-sum/Fourier difference: 5.0e-17 eV
Energy minima in coincidence cell: 36 (count)
Registry classes: 4 (count)
Class in a1, a2: 0.0, 0.0 (fraction)
Class in a1, a2: 0.0, 0.5 (fraction)
Class in a1, a2: 0.5, 0.0 (fraction)
Class in a1, a2: 0.5, 0.5 (fraction)
Shortest nonzero offset: 1.5867 angstrom = 0.15867 nm
Randomly placed islands: 600 (count)
Islands in the four classes: 158 164 136 142 (counts)
Pairs without offset: 0.2502 (fraction)
Triples all matching: 0.0626 (fraction)
Two-minimum contrast, classes: 8 (count)
Two-minimum contrast, matching pairs: 0.1244 (fraction)
Same-step nuclei, matching pairs: 0.5006 (fraction)
Biased class shares, chosen: 0.4 0.2 0.2 0.2 (fractions)
Biased shares, sum of squares: 0.2800 (probability)
Biased shares, sampled matches: 0.2806 (fraction)
Registry energy gain per MoS2: 0.00442 eV
Sliding barrier per MoS2: 0.00575 eV
Free MoS2 constant, rough input: 3.160 angstrom
Strain needed for coincidence: 0.422 percent
2D Young modulus, rough input: 150 N/m
Poisson ratio, rough input: 0.25 (dimensionless)
Elastic cost per MoS2: 0.00192 eV
Expansion difference, rough input: 2.0e-06 1/K
Possible thermal misfit: 0.160 percent
Elastic cost if misfits add: 0.00366 eV
Growth temperature, rough input: 1100 K
Thermal energy: 0.0948 eV
Attempt rate, chosen: 1.0e+12 1/s
Waiting time, chosen: 1.0 s
MoS2 units for slow sliding: 455 (count)
Side scale for slow sliding: 67.7 angstrom = 6.77 nm
Rigid-island registry-loss side: 376 angstrom = 37.6 nm
Rigid test islands, cells per side: 60, 120 (counts)
Remaining corrugation, smaller island: 0.583 (fraction)
Remaining corrugation, larger island: 0.050 (fraction)
every check passed
```
